**Ruedenberg relation for neutral atoms: Thomas-Fermi ratios and Hartree-Fock energies**

The program examines the estimate E ≈ (3/2)S, where E is the Hartree-Fock total energy and S is the sum of orbital energies over occupied spin orbitals. It solves the neutral Thomas-Fermi atom numerically and asserts, by quadrature of the density, that the kinetic, nuclear-attraction and repulsion energies stand in the ratio 3 : −7 : 1. It also asserts that filled hydrogenic shells differ from their semiclassical energy by nearly Z²/2, where Z is the nuclear charge. For Ne, Ar, Kr and Xe it asserts the virial relation, the identity between S and the separately computed energy components, and agreement of E/S with the first-order formula within 5%. Ne and Ar are repeated in a denser basis. The output gives E/S = 1.725 for Ne, 1.619 for Ar, 1.644 for Kr and 1.596 for Xe, so the approach to 3/2 is slow and not monotonic. For the ion Ar⁸⁺ the ratio is 1.331, below 3/2 rather than above it, so the estimate errs by about as much as for Ne but in the opposite direction.

## Check in Python

```python
"""Test of the Ruedenberg relation E ~ (3/2) S for neutral atoms.

E: Hartree-Fock total energy; S: sum of orbital energies over occupied
spin orbitals; T, Vne, Vee: kinetic, nuclear-attraction and
electron-repulsion energies (Vee includes exchange). Hartree atomic units.
Thomas-Fermi (TF) theory predicts T : Vne : Vee = 3 : -7 : 1, so E/S = 3/2.
The Scott term Z^2/2 makes E/S = (3/2)(1 + Z^(-1/3)/(4a) + ...), where
the TF energy is -a Z^(7/3).
"""
import numpy as np
from scipy.integrate import solve_bvp, quad
from scipy.interpolate import CubicSpline
from pyscf import gto, scf

C_F = 0.3 * (3 * np.pi**2) ** (2 / 3)
C_X = 0.75 * (3 / np.pi) ** (1 / 3)


def solve_thomas_fermi():
    """Neutral TF atom with Z = 1; t = sqrt(x), r = b x."""
    b = 0.5 * (3 * np.pi / 4) ** (2 / 3)
    t_max = 30.0

    def rhs(t, y):
        return np.vstack([2 * t * y[1], 2 * np.maximum(y[0], 0) ** 1.5])

    def boundary(ya, yb):
        return np.array([ya[0] - 1, yb[1] + 3 * yb[0] / t_max**2])

    mesh = np.linspace(0, t_max, 600)
    scale = 12 ** (2 / 3)
    guess = np.vstack([(1 + mesh**2 / scale) ** -3,
                       -3 / scale * (1 + mesh**2 / scale) ** -4])
    sol = solve_bvp(rhs, boundary, mesh, guess, tol=1e-7, max_nodes=30000)
    assert sol.success
    slope = sol.sol(0.0)[1]

    # Energies from their definitions, using only the density n(r).
    nodes, weights = np.polynomial.legendre.leggauss(400)
    t = 0.5 * t_max * (nodes + 1)
    w = 0.5 * t_max * weights

    def density(tt):
        phi = np.maximum(sol.sol(tt)[0], 0)
        return (phi / tt**2) ** 1.5 / (4 * np.pi * b**3)

    r = b * t**2
    n = density(t)
    shell = 4 * np.pi * r**2 * 2 * b * t * w
    grid = np.linspace(0, t_max, 6001)
    radial = np.zeros_like(grid)
    g = grid[1:]
    radial[1:] = 4 * np.pi * (b * g**2) ** 2 * density(g) * 2 * b * g
    charge_inside = CubicSpline(grid, radial).antiderivative()
    return dict(slope=slope, b=b, N=np.sum(shell * n),
                T=C_F * np.sum(shell * n ** (5 / 3)),
                Vne=-np.sum(shell * n / r),
                Vee=np.sum(shell * n * charge_inside(t) / r),
                Ex=-C_X * np.sum(shell * n ** (4 / 3)))


tf = solve_thomas_fermi()
tf_E = tf["T"] + tf["Vne"] + tf["Vee"]
tf_S = tf["T"] + tf["Vne"] + 2 * tf["Vee"]
a = -tf_E
assert abs(tf["N"] - 1) < 1e-5
assert abs(tf["Vne"] / tf["T"] + 7 / 3) < 1e-4
assert abs(tf["Vee"] / tf["T"] - 1 / 3) < 1e-4
assert abs(tf_E / tf_S - 1.5) < 5e-4
assert abs(tf_E - 3 * tf["slope"] / (7 * tf["b"])) < 1e-4

# Scott term: explicit hydrogenic shells against semiclassical quadrature.
n_shells = 40
N_shells = sum(2 * k**2 for k in range(1, n_shells + 1))
E_shells = sum(2 * k**2 * (-0.5 / k**2) for k in range(1, n_shells + 1))
edge = 2 * (1.5 * N_shells) ** (2 / 3)


def coulomb_tf(s, want_energy):
    radius = edge * s**2
    n = (2 * (1 / radius - 1 / edge)) ** 1.5 / (3 * np.pi**2)
    value = C_F * n ** (5 / 3) - n / radius if want_energy else n
    return 4 * np.pi * radius**2 * value * 2 * edge * s


N_semi = quad(coulomb_tf, 0, 1, args=(False,), epsabs=1e-7)[0]
E_semi = quad(coulomb_tf, 0, 1, args=(True,), epsabs=1e-9)[0]
scott = E_shells - E_semi
assert abs(N_semi / N_shells - 1) < 1e-7
assert abs(E_semi + (1.5 * N_shells) ** (1 / 3)) < 1e-5
assert abs(scott - 0.5) < 0.004  # finite number of shells

# Smallest and largest Gaussian exponents for s, p, d functions.
RANGES = {
    "Ne": [(0.08, 1e5), (0.06, 4e2)],
    "Ar": [(0.08, 4e5), (0.06, 1.5e3)],
    "Kr": [(0.08, 1.5e6), (0.06, 8e3), (0.2, 4e2)],
    "Xe": [(0.08, 4e6), (0.06, 2e4), (0.2, 1e3)],
}


def hartree_fock(symbol, charge=0, spacing=2.4):
    basis = []
    for l, (low, high) in enumerate(RANGES[symbol]):
        count = int(np.ceil(np.log(high / low) / np.log(spacing))) + 1
        basis += [[l, [float(e), 1.0]]
                  for e in np.geomspace(high, low, count)]
    mol = gto.M(atom=symbol, basis={symbol: basis}, charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-8
    E = mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    T = np.sum(dm * mol.intor("int1e_kin"))
    Vne = np.sum(dm * mol.intor("int1e_nuc"))
    J, K = mf.get_jk(mol, dm)
    Ex = -0.25 * np.sum(dm * K)
    Vee = 0.5 * np.sum(dm * J) + Ex
    S = np.dot(mf.mo_occ, mf.mo_energy)
    assert abs(E - T - Vne - Vee) < 1e-5
    assert abs(S - (T + Vne + 2 * Vee)) < 1e-3
    assert abs((Vne + Vee) / T + 2) < 1e-4
    return dict(Z=int(mol.atom_charge(0)), E=E, T=T, Vne=Vne, Vee=Vee, Ex=Ex,
                S=S, ratio=E / S, eps=mf.mo_energy[mf.mo_occ > 0])


atoms = {symbol: hartree_fock(symbol) for symbol in RANGES}
for symbol in ("Ne", "Ar"):
    dense = hartree_fock(symbol, spacing=1.9)
    assert abs(dense["E"] / atoms[symbol]["E"] - 1) < 2e-5
    assert abs(dense["ratio"] - atoms[symbol]["ratio"]) < 1e-4
ion = hartree_fock("Ar", charge=8)

for d in atoms.values():
    Z = d["Z"]
    d["first"] = 1.5 * (1 + Z ** (-1 / 3) / (4 * a))
    two_term_E = -a * Z ** (7 / 3) + Z**2 / 2
    d["quotient"] = two_term_E / (two_term_E + a / 3 * Z ** (7 / 3))
    d["shift_E"] = (d["E"] + a * Z ** (7 / 3)) / Z**2
    d["shift_Vee"] = (d["Vee"] - a / 3 * Z ** (7 / 3)) / Z**2
    d["x_ratio"] = d["Ex"] / (tf["Ex"] * Z ** (5 / 3))
    assert 1.5 < d["ratio"] < 1.5 * 1.16
    assert abs(d["ratio"] / d["first"] - 1) < 0.05
    assert 0.3 < d["shift_E"] < 0.5
    assert abs(d["shift_Vee"]) < 0.25 * d["shift_E"]
    assert 1.0 < d["x_ratio"] < 1.25
assert atoms["Xe"]["shift_E"] > atoms["Ne"]["shift_E"]
assert atoms["Xe"]["ratio"] < atoms["Ar"]["ratio"] < atoms["Ne"]["ratio"]
assert ion["ratio"] < 1.4

print("Thomas-Fermi, Z=1 scale; energies in hartree")
print(f"phi'(0) = {tf['slope']:.5f}, b = {tf['b']:.5f} bohr")
print(f"T = {tf['T']:.5f}, Vne = {tf['Vne']:.5f}, Vee = {tf['Vee']:.5f}")
print(f"a = {a:.5f}, E/S = {tf_E / tf_S:.5f}")
print(f"Vne/T = {tf['Vne'] / tf['T']:.5f}, Vee/T = {tf['Vee'] / tf['T']:.5f}")
print(f"Dirac exchange coefficient = {tf['Ex']:.4f} hartree")
print(f"1/(4a) = {1 / (4 * a):.4f}")
print(f"Hydrogenic shells: {n_shells}, electrons: {N_shells}")
print(f"shell energy = {E_shells:.4f}, semiclassical = {E_semi:.4f} hartree")
print(f"difference = {scott:.4f} hartree (Z=1)")
LABELS = {"Ne": [("1s", 0), ("2s", 1), ("2p", 2)],
          "Ar": [("1s", 0), ("2s", 1), ("2p", 2), ("3s", 5), ("3p", 6)]}
for symbol, d in atoms.items():
    print(f"{symbol}, Z = {d['Z']}, Hartree-Fock, hartree:")
    if symbol in LABELS:
        print("  " + ", ".join(f"{name} {d['eps'][i]:.4f}"
                               for name, i in LABELS[symbol]))
    print(f"  T = {d['T']:.3f}, Vne = {d['Vne']:.3f}, Vee = {d['Vee']:.3f}")
    print(f"  E = {d['E']:.3f}, S = {d['S']:.3f}, 1.5 S = {1.5 * d['S']:.3f}")
    print(f"  E/S = {d['ratio']:.4f}, Vee/|E| = {-d['Vee'] / d['E']:.4f}")
    print(f"  |1.5 S| below |E| by {100 * (1 - 1.5 * d['S'] / d['E']):.2f} %")
    print(f"  E/S: first order {d['first']:.4f}, quotient {d['quotient']:.4f}")
    print(f"  shifts/Z^2: E {d['shift_E']:.4f}, Vee {d['shift_Vee']:.4f}")
    print(f"  exchange = {d['Ex']:.3f}, over TF value = {d['x_ratio']:.3f}")
print(f"Ar8+: E = {ion['E']:.3f}, S = {ion['S']:.3f} hartree")
print(f"Ar8+: E/S = {ion['ratio']:.4f}, Vee/|E| = {-ion['Vee'] / ion['E']:.4f}")
print("OK")
```

Running it gives:

```
Thomas-Fermi, Z=1 scale; energies in hartree
phi'(0) = -1.58807, b = 0.88534 bohr
T = 0.76875, Vne = -1.79374, Vee = 0.25625
a = 0.76875, E/S = 1.50000
Vne/T = -2.33333, Vee/T = 0.33333
Dirac exchange coefficient = -0.2208 hartree
1/(4a) = 0.3252
Hydrogenic shells: 40, electrons: 44280
shell energy = -40.0000, semiclassical = -40.4979 hartree
difference = 0.4979 hartree (Z=1)
Ne, Z = 10, Hartree-Fock, hartree:
  1s -32.7724, 2s -1.9304, 2p -0.8504
  T = 128.546, Vne = -311.132, Vee = 54.039
  E = -128.547, S = -74.508, 1.5 S = -111.762
  E/S = 1.7253, Vee/|E| = 0.4204
  |1.5 S| below |E| by 13.06 %
  E/S: first order 1.7264, quotient 1.9138
  shifts/Z^2: E 0.3707, Vee -0.0117
  exchange = -12.108, over TF value = 1.181
Ar, Z = 18, Hartree-Fock, hartree:
  1s -118.6104, 2s -12.3222, 2p -9.5715, 3s -1.2774, 3p -0.5910
  T = 526.814, Vne = -1255.052, Vee = 201.421
  E = -526.816, S = -325.395, 1.5 S = -488.093
  E/S = 1.6190, Vee/|E| = 0.3823
  |1.5 S| below |E| by 7.35 %
  E/S: first order 1.6861, quotient 1.7965
  shifts/Z^2: E 0.3887, Vee -0.0499
  exchange = -30.185, over TF value = 1.106
Kr, Z = 36, Hartree-Fock, hartree:
  T = 2752.032, Vne = -6582.532, Vee = 1078.454
  E = -2752.047, S = -1673.593, 1.5 S = -2510.389
  E/S = 1.6444, Vee/|E| = 0.3919
  |1.5 S| below |E| by 8.78 %
  E/S: first order 1.6477, quotient 1.7097
  shifts/Z^2: E 0.4148, Vee -0.0140
  exchange = -93.855, over TF value = 1.083
Xe, Z = 54, Hartree-Fock, hartree:
  T = 7232.042, Vne = -17164.915, Vee = 2700.782
  E = -7232.091, S = -4531.309, 1.5 S = -6796.963
  E/S = 1.5960, Vee/|E| = 0.3734
  |1.5 S| below |E| by 6.02 %
  E/S: first order 1.6291, quotient 1.6740
  shifts/Z^2: E 0.4255, Vee -0.0424
  exchange = -179.087, over TF value = 1.051
Ar8+: E = -505.967, S = -380.208 hartree
Ar8+: E/S = 1.3308, Vee/|E| = 0.2486
OK
```
